\section*{The Schottky peak of two levels and how degeneracies change it}

\section*{Question}

I am working on the specific heat of magnetic ions whose ground multiplet is split by the crystal field. For two levels separated by a gap $\Delta$, I can write down the partition function and differentiate the energy. I then get stuck in three places.

First, setting $dC/dT=0$ gives me an equation that I cannot solve in closed form. How do I find the temperature and the height of the maximum, and how do I know that there is only one?

Second, my levels are degenerate. I expected the degeneracies to add a constant to the entropy and so to drop out of the specific heat. Is that right?

Third, my actual problem is an ion with $J=5/2$ in a cubic field,
\[
H=a\,(J_x^4+J_y^4+J_z^4),
\]
with $J$ in units of $\hbar$ and $|a|=0.1$ meV. I am told that the six states form a doublet and a quartet. Does it matter for the specific heat which of them is lower?

\section*{Answer}

Only a common factor in the degeneracies drops out. Their ratio stays, and it affects the position of the peak, its height and the entropy under it. It is therefore easiest to keep the degeneracies from the start and set them equal afterwards.

\subsection*{The heat capacity}

Let the lower level have energy $0$ and degeneracy $g_0$, and the upper level energy $\Delta>0$ and degeneracy $g_1$. I assume independent ions in thermal equilibrium, a gap that does not depend on temperature, and no other level within thermal reach. Define
\[
r=\frac{g_1}{g_0},\qquad x=\frac{\Delta}{kT},\qquad y=r e^{-x}.
\]
The partition function is $Z=g_0+g_1e^{-x}=g_0(1+y)$, so a common factor in $g_0$ and $g_1$ cancels from all populations. The probability of finding an ion in the upper level is
\begin{equation}
p=\frac{g_1e^{-x}}{Z}=\frac{y}{1+y},
\end{equation}
and the mean energy per ion is $U=p\Delta$. Since $dy/dx=-y$,
\[
\frac{dp}{dx}=\frac{1}{(1+y)^2}\,(-y)=-p(1-p),
\qquad
\frac{dx}{dT}=-\frac{\Delta}{kT^2}=-\frac{x}{T}.
\]
The two minus signs cancel in the chain rule. With $\Delta/T=kx$,
\begin{equation}
C=\Delta\,\frac{dp}{dx}\frac{dx}{dT}
=\Delta\,p(1-p)\,\frac{x}{T}
=k x^2p(1-p)
=k\,\frac{x^2\,r e^{-x}}{(1+r e^{-x})^2}.
\label{eq:C}
\end{equation}

The two ends of the curve show why there must be a maximum. At low temperature $x$ is large and $C/k\to r x^2e^{-x}$: few ions have enough energy to cross the gap. At high temperature $x\to0$ and
\begin{equation}
\frac{C}{k}\to\frac{r}{(1+r)^2}\left(\frac{\Delta}{kT}\right)^2,
\label{eq:tail}
\end{equation}
because the populations approach their final values and further heating moves few ions. In between, $C$ is positive.

\subsection*{The maximum}

Because $x$ falls steadily as $T$ rises, we may look for the maximum in $x$ instead of $T$. The logarithm of $C$ is easier to differentiate than $C$ itself. From $dp/dx=-p(1-p)$ we have $d\ln p/dx=-(1-p)$ and $d\ln(1-p)/dx=+p$, hence
\[
\frac{d\ln C}{dx}=\frac{2}{x}-(1-p)+p=\frac2x-(1-2p).
\]
Now write $y=e^{-(x-\ln r)}$. Then
\[
1-2p=\frac{1-y}{1+y}=\tanh\frac{x-\ln r}{2},
\]
where the last step multiplies numerator and denominator by $e^{(x-\ln r)/2}$. The condition for the maximum is
\begin{equation}
x_m\tanh\frac{x_m-\ln r}{2}=2.
\label{eq:peak}
\end{equation}

There is one root. If $x\le\ln r$, the hyperbolic tangent is zero or negative and the left side cannot equal $2$. For $x>\max(0,\ln r)$ both factors are positive and increasing, so their product rises strictly from zero to infinity and passes $2$ once. Below the root $d\ln C/dx$ is positive, above it negative, so the root is a maximum. Since the hyperbolic tangent is less than one, $x_m>2$: in this model the peak lies below $kT=\Delta/2$ for every ratio $r$.

The height needs no further use of exponentials. At the peak $1-2p_m=2/x_m$, so
\[
p_m=\frac12-\frac1{x_m},\qquad
p_m(1-p_m)=\frac{1-(1-2p_m)^2}{4}=\frac14\left(1-\frac{4}{x_m^2}\right),
\]
and equation (\ref{eq:C}) gives
\begin{equation}
\frac{C_m}{k}=\frac{x_m^2}{4}-1.
\label{eq:height}
\end{equation}

\subsection*{Numbers for equal degeneracies}

For $r=1$ we must solve $x\tanh(x/2)=2$. The left side is $1.88083$ at $x=2.3$ and $2.00077$ at $x=2.4$, so the root lies between them. A straight line through these two points gives
\[
x_m\approx2.3+0.1\times\frac{2-1.88083}{2.00077-1.88083}=2.3994.
\]
Therefore
\[
\frac{kT_m}{\Delta}=\frac1{2.3994}=0.417,
\qquad
\frac{C_m}{k}=\frac{(2.3994)^2}{4}-1=0.439.
\]
Rounded to two figures, the height is $0.44\,k$. A direct search for the maximum of the heat capacity, made without equation (\ref{eq:peak}), agrees with both values.

The upper population at the peak is $p_m=1/2-1/2.3994=0.083$. Since $C=\Delta\,dp/dT$, the peak marks the temperature at which the upper level fills fastest, and at that point it holds only about 8\% of the ions. The populations are still far from equal.

\subsection*{What the degeneracy ratio does}

Let $L=\ln r$ and write $t=\tanh[(x_m-L)/2]$. Differentiating $x_mt=2$ with respect to $L$ gives
\[
\frac{dx_m}{dL}\,t+\frac{x_m(1-t^2)}{2}\left(\frac{dx_m}{dL}-1\right)=0.
\]
Insert $t=2/x_m$ and multiply by $2x_m$:
\[
4\,\frac{dx_m}{dL}+(x_m^2-4)\left(\frac{dx_m}{dL}-1\right)=0
\quad\Longrightarrow\quad
\frac{dx_m}{d\ln r}=1-\frac4{x_m^2}>0.
\]
Raising $r$ thus raises $x_m$. By equation (\ref{eq:height}) the peak becomes higher, and because $kT_m/\Delta=1/x_m$ it moves to lower temperature. More upper states per lower state make excitation statistically favourable at a smaller $kT$.

The extremes are instructive. When $r\to0$, the hyperbolic tangent in (\ref{eq:peak}) tends to one and $x_m\to2$. The height then vanishes as $C_m/k\to4re^{-2}$, from the low-population form $rx^2e^{-x}$. When $r$ is large, $x_m>\ln r$, so the height exceeds $(\ln r)^2/4-1$ and has no upper limit as $r$ grows. The value $0.44\,k$ is therefore a property of equal degeneracies and not of two-level systems in general.

Some cases, with $\Delta S$ the total entropy gain derived in the next section:
\begin{center}
\begin{tabular}{ccccc}
$g_0:g_1$ & $x_m$ & $kT_m/\Delta$ & $C_m/k$ & $\Delta S/k$\\ \hline
$3:1$ & 2.160 & 0.463 & 0.166 & 0.288\\
$4:2$ & 2.228 & 0.449 & 0.241 & 0.405\\
$1:1$ & 2.399 & 0.417 & 0.439 & 0.693\\
$2:4$ & 2.655 & 0.377 & 0.762 & 1.099\\
$1:3$ & 2.845 & 0.351 & 1.023 & 1.386
\end{tabular}
\end{center}
Two doublets ($2:2$) give the same row as two singlets. A singlet below a triplet has a peak about six times as high as a triplet below a singlet, although the gap is the same.

\subsection*{Entropy}

The entropy per ion is $S=k\ln Z+U/T$. As $T\to0$ it tends to $k\ln g_0$, the entropy of the degenerate ground level. Subtracting this and using $U/T=kxp$,
\begin{equation}
S(T)-S(0)=k\left[\ln(1+re^{-x})+xp\right].
\label{eq:S}
\end{equation}
To see that this is the area under $C/T$, differentiate the bracket with respect to $x$. The first term gives $-y/(1+y)=-p$, the second gives $p-xp(1-p)$, and the sum is $-xp(1-p)$. Multiplying by $k\,dx/dT=-kx/T$ yields $kx^2p(1-p)/T=C/T$. Letting $x\to0$, where $xp\to0$,
\begin{equation}
\int_0^\infty\frac{C}{T}\,dT=k\ln(1+r)=k\ln\frac{g_0+g_1}{g_0}.
\label{eq:Stotal}
\end{equation}
This is where your expectation is half right. Multiplying both degeneracies by the same number adds a constant to $S$, which the heat capacity cannot see. Changing their ratio changes the entropy that has to be supplied between low and high temperature, and this does appear in $C$.

The area under $C$ itself is the energy taken up:
\[
\int_0^\infty C\,dT=U(\infty)-U(0)=\frac{r\Delta}{1+r}.
\]

If you extract the entropy from data, do not stop just above the peak. For $r=1$, equation (\ref{eq:S}) gives $0.287\,k$ at the maximum, which is 41\% of $k\ln2=0.693\,k$; the other cases in the table range from 40.9\% (for $3:1$) to 42.1\% (for $1:3$). More than half of the entropy is thus gained above the peak temperature. The tail (\ref{eq:tail}) gives an estimate of the rest. For $r\neq1$ it is approached slowly: the estimate below has a relative correction of about $\frac23\,\frac{r-1}{r+1}\,\frac{\Delta}{kT}$, and at $kT=2\Delta$ the exact value from equation (\ref{eq:S}) is 0.87 times the estimate for $r=1/2$ and 1.09 times it for $r=2$. For $kT\gg\Delta$ the part still missing above a temperature $T$ is
\[
\int_T^\infty\frac{C}{T'}\,dT'\approx
\frac{kr}{(1+r)^2}\frac{\Delta^2}{k^2}\int_T^\infty\frac{dT'}{T'^3}
=\frac{k}{2}\,\frac{r}{(1+r)^2}\left(\frac{\Delta}{kT}\right)^2 .
\]

\subsection*{Your ion: splitting the $J=5/2$ multiplet}

Use $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$, and define
\[
A=J_+J_-+J_-J_+,\qquad B=J_+^2+J_-^2.
\]
Then $J_x^2=(A+B)/4$ and $J_y^2=(A-B)/4$. On squaring and adding, the cross terms cancel:
\[
J_x^4+J_y^4=\frac{(A+B)^2+(A-B)^2}{16}=\frac{A^2+B^2}{8}.
\]
The operator $A$ is diagonal, with value $A_m=2[J(J+1)-m^2]=2(35/4-m^2)$. The operator $B^2$ changes $m$ by $0$ or $\pm4$. Its diagonal element is the squared length of $B|m\rangle$, that is, the sum of the squared lengths of $J_+^2|m\rangle$ and $J_-^2|m\rangle$, which are orthogonal.

The ladder factors $\sqrt{J(J+1)-m(m\pm1)}$ between neighbouring states are, from $m=5/2$ down to $m=-5/2$, $\sqrt5,\sqrt8,3,\sqrt8,\sqrt5$. Thus, including $J_z^4=m^4$, the diagonal elements of $H/a$ are
\begin{align*}
m=\pm\tfrac52:&\quad \frac{5^2+5\cdot8}{8}+\frac{625}{16}=\frac{755}{16},\\
m=\pm\tfrac32:&\quad \frac{13^2+8\cdot9}{8}+\frac{81}{16}=\frac{563}{16},\\
m=\pm\tfrac12:&\quad \frac{17^2+8\cdot5+9\cdot8}{8}+\frac1{16}=\frac{803}{16}.
\end{align*}
A change of $m$ by $4$ would take $m=\pm1/2$ outside the multiplet, so these two states are eigenstates. The state $5/2$ is coupled to $-3/2$, and $-5/2$ to $3/2$, each with the element
\[
\frac18\,\sqrt8\cdot3\cdot\sqrt8\cdot\sqrt5=3\sqrt5 .
\]
Each $2\times2$ block has mean diagonal element $659/16$ and half-difference $(755-563)/32=6$. Its eigenvalues are
\[
\frac{659}{16}\pm\sqrt{6^2+(3\sqrt5)^2}=\frac{659}{16}\pm9
=\frac{803}{16}\ \text{or}\ \frac{515}{16}.
\]
The upper value coincides with that of $m=\pm1/2$. There are four states at $803a/16$ and two at $515a/16$, separated by
\[
\Delta=\frac{803-515}{16}\,|a|=18|a|=1.8\ \text{meV}.
\]
For $a>0$ the doublet is lower and $r=4/2=2$. For $a<0$ the order is reversed and $r=2/4=1/2$.

\subsection*{Your ion: the two peaks}

The gap corresponds to $\Delta/k=1.8/0.0861733=20.89$ K. Dividing by $x_m$ gives the peak temperature, and multiplying $C_m/k$ by $R=8.3145$ J/(mol K) gives the molar height.

For $a>0$, the doublet lying lower,
\[
T_m=\frac{20.89}{2.655}=7.87\ \text{K},\qquad
C_m=8.3145\times0.7618=6.33\ \text{J/(mol K)}.
\]
For $a<0$, the quartet lying lower,
\[
T_m=\frac{20.89}{2.228}=9.38\ \text{K},\qquad
C_m=8.3145\times0.2408=2.00\ \text{J/(mol K)}.
\]
So the order matters a great deal: the same gap gives peaks that differ in height by a factor of about $3.2$. Two equally degenerate levels with this gap would lie between them, with $3.65$ J/(mol K) at $8.71$ K.

The entropy gains are $R\ln3=9.13$ J/(mol K) for $a>0$ and $R\ln(3/2)=3.37$ J/(mol K) for $a<0$. Adding the entropy of the respective ground level, $R\ln2=5.76$ or $R\ln4=11.53$ J/(mol K), gives $R\ln6=14.90$ J/(mol K) both times, as it must for six equally populated states.

Measure around or below the peak if you want to determine the order. The leading tail (\ref{eq:tail}) is unchanged when $r$ is replaced by $1/r$; its coefficient is $2/9$ for both signs of $a$. The two curves merge only slowly, because the first correction, a factor $1+\frac{r-1}{r+1}\frac{\Delta}{kT}$, has opposite sign in the two cases: their ratio is about $4$ far below the peak, $1.9$ at $kT=\Delta$ (21 K) and $1.14$ at $kT=5\Delta$ (104 K).

\subsection*{When this stops working}

The measured heat capacity also contains the lattice contribution, which has to be subtracted before the comparison. A third level within thermal reach changes all the populations and must be included in the partition function. Its effect is not simply an added peak: a singlet midway between two singlets, for example, lowers the heat capacity at high temperature, because it reduces the spread of the occupied energies. A weak magnetic field or an interaction between the ions can split the ground level by some $\delta\ll\Delta$. The entropy $k\ln g_0$, which this model leaves at $T=0$, is then partly or wholly removed at temperatures of order $\delta/k$, as a separate low-temperature contribution. If $\delta$ is comparable with $\Delta$, the two contributions overlap and the two-level formula no longer applies. The numerical output below lists the main values used here, some of them to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Equal degeneracies: bracketing the peak condition
  x = 2.3: x tanh(x/2) = 1.88083
  x = 2.4: x tanh(x/2) = 2.00077
  x = 2.5: x tanh(x/2) = 2.12071
  root x_m = 2.39936
  searched maximum: kT/gap = 0.41678, C/k = 0.43923
Equal degeneracies: heat capacity curve (dimensionless)
  kT/gap = 0.1: C/k = 0.00454
  kT/gap = 0.2: C/k = 0.16620
  kT/gap = 0.3: C/k = 0.36954
  kT/gap = 0.5: C/k = 0.41997
  kT/gap = 1.0: C/k = 0.19661
  kT/gap = 2.0: C/k = 0.05875
Peak and entropy by degeneracy (all dimensionless)
  g0 g1  r       x_m     kT_m/gap C_m/k   p_m     dS/k    dS_m/k
  1  1   1.0000  2.3994  0.4168   0.4392  0.0832  0.6931  0.2866
  2  2   1.0000  2.3994  0.4168   0.4392  0.0832  0.6931  0.2866
  2  4   2.0000  2.6547  0.3767   0.7618  0.1233  1.0986  0.4589
  4  2   0.5000  2.2278  0.4489   0.2408  0.0511  0.4055  0.1664
  1  3   3.0000  2.8450  0.3515   1.0235  0.1485  1.3863  0.5833
  3  1   0.3333  2.1599  0.4630   0.1663  0.0370  0.2877  0.1177
  p_m: upper population at peak; dS: total entropy gain;
  dS_m: entropy gained from T = 0 up to the peak
Cubic crystal field, J = 5/2
  |a| = 0.1 meV
  doublet energy/a = 32.1875
  quartet energy/a = 50.1875
  gap = 1.800 meV
  Boltzmann constant = 0.0861733 meV/K
  gap/k = 20.888 K
  gas constant R = 8.3145 J/(mol K)
  equal degeneracies, same gap:
    peak temperature = 8.706 K
    peak heat capacity = 3.652 J/(mol K)
    entropy gain = 5.763 J/(mol K)
  a > 0, doublet below quartet:
    peak temperature = 7.868 K
    peak heat capacity = 6.334 J/(mol K)
    entropy gain = 9.134 J/(mol K)
  a < 0, quartet below doublet:
    peak temperature = 9.376 K
    peak heat capacity = 2.002 J/(mol K)
    entropy gain = 3.371 J/(mol K)
  full entropy of six states = 14.898 J/(mol K)
  ground doublet entropy = 5.763 J/(mol K)
  ground quartet entropy = 11.526 J/(mol K)
\end{verbatim}
